# Why specular X-rays cannot separate roughness from intermixing, but diffuse scattering can: verification in Python

```python
"""
Result under test: a sharp interface with Gaussian heights (rms sigma) and a
uniform error-function interface of the same width have the same coherent
specular factor exp(-qz^2 sigma^2) in the Born approximation. Only the rough
one has diffuse scattering governed by the height correlation C(R):
  I = (contrast/qz)^2 exp(-qz^2 sigma^2) P(q),
  P(q) = integral d2R [exp(qz^2 C(R)) - 1] exp(i q.R).
Symbols: qz normal and q in-plane wavevector transfer (1/nm), xi lateral
correlation length (nm), s = qz^2 sigma^2, densities in electrons/nm^3.
I is per interface area in units of (classical electron radius)^2.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import erf, j0

rng = np.random.default_rng(12)
r_e = const.physical_constants["classical electron radius"][0] * 1e9
energy_keV = 8.0
k = energy_keV * 1e3 * const.e / (const.hbar * const.c) * 1e-9
sigma, xi, xi_long = 0.4, 20.0, 60.0
lattice = 0.566                       # rough common lattice constant, nm
rho_GaAs = 4 * (31 + 33) / lattice**3
rho_AlAs = 4 * (13 + 33) / lattice**3
contrast = rho_GaAs - rho_AlAs
qz_list = np.array([1.0, 3.0, 5.0])
qz = 3.0
s = (qz * sigma)**2


def cdf(z, width):
    return 0.5 * (1 + erf(z / (np.sqrt(2) * width)))


def P_series(q, strength, length, kind="exp"):
    total = 0.0
    for n in range(1, 50):
        if kind == "exp":
            term = 2*np.pi*(length/n)**2 / (1 + (q*length/n)**2)**1.5
        else:
            term = np.pi*length**2/n * np.exp(-(q*length)**2/(4*n))
        total = total + strength**n / factorial(n) * term
    return total


def graded_amplitude(q, width):
    """Fourier transform of the numerical slope of a graded profile."""
    z = np.linspace(-9*width, 9*width, 8001)
    slope = np.gradient(cdf(z, width), z)
    return simpson(slope * np.exp(1j*q*z), x=z)


# Random surfaces on a periodic grid: explicit averages and Fourier sums
N, dx, runs = 256, 4.0, 80
x = dx * np.minimum(np.arange(N), N - np.arange(N))
R = np.hypot(x[:, None], x[None, :])
qa = 2*np.pi*np.fft.fftfreq(N, dx)
Q = np.hypot(qa[:, None], qa[None, :])
rings = [(0.02, 0.04), (0.05, 0.08), (0.10, 0.15)]
z_test = np.array([-0.6, -0.3, 0.0, 0.3, 0.6])


def simulate(kind, width):
    shape = np.exp(-R/xi) if kind == "exp" else np.exp(-(R/xi)**2)
    root = np.sqrt(np.clip(np.fft.fft2(width**2*shape).real, 0, None))
    amp = np.zeros(3, complex)
    profile = np.zeros(len(z_test))
    power = np.zeros((N, N))
    for _ in range(runs):
        noise = np.fft.fft2(rng.standard_normal((N, N)))
        h = np.fft.ifft2(noise * root).real
        amp += [np.exp(1j*q*h).mean() for q in qz_list]
        profile += [(h < z).mean() for z in z_test]
        power += np.abs(np.fft.fft2(np.exp(1j*qz*h)))**2 * dx**2 / N**2
    return amp/runs, profile/runs, power/runs


graded = np.array([graded_amplitude(q, sigma) for q in qz_list])
assert np.allclose(np.abs(graded)**2, np.exp(-(qz_list*sigma)**2), atol=1e-4)

worst_ring = 0.0
amp_exp = None
for kind in ("exp", "gauss"):
    amp, profile, power = simulate(kind, sigma)
    # tolerances: sampling error of a finite set of surfaces
    assert np.max(np.abs(profile - cdf(z_test, sigma))) < 0.015
    assert np.max(np.abs(amp - graded)) < 0.015
    if kind == "exp":
        amp_exp = amp
        profile_error = np.max(np.abs(profile - cdf(z_test, sigma)))
    for lo, hi in rings:
        ring = (Q > lo) & (Q < hi)
        theory = np.exp(-s) * P_series(Q[ring], s, xi, kind).mean()
        deviation = abs(power[ring].mean()/theory - 1)
        worst_ring = max(worst_ring, deviation)
        assert deviation < 0.06

# Half the variance from roughness, half from grading within each column
half = sigma/np.sqrt(2)
amp_half, _, power_half = simulate("exp", half)
column = np.array([graded_amplitude(q, half) for q in qz_list])
assert np.max(np.abs(amp_half*column - graded)) < 0.015
for lo, hi in rings:
    ring = (Q > lo) & (Q < hi)
    found = power_half[ring].mean() * abs(column[1])**2
    theory = np.exp(-s) * P_series(Q[ring], s/2, xi).mean()
    assert abs(found/theory - 1) < 0.06

# Series against direct radial integration
radius = np.linspace(0, 40*xi, 80001)
for kind in ("exp", "gauss"):
    C = np.exp(-radius/xi) if kind == "exp" else np.exp(-(radius/xi)**2)
    for q in (0.01, 0.05, 0.1):
        direct = 2*np.pi*simpson(radius*j0(q*radius)*np.expm1(s*C), x=radius)
        assert abs(direct/P_series(q, s, xi, kind) - 1) < 1e-4


# Integrated diffuse over specular isolates the roughness variance
def integrated_ratio(strength):
    f = lambda u: u*P_series(u/xi, strength, xi)/(2*np.pi*xi**2)
    return quad(f, 0, np.inf, limit=300)[0]


ratio_full, ratio_half = integrated_ratio(s), integrated_ratio(s/2)
assert abs(ratio_full/np.expm1(s) - 1) < 1e-4
assert abs(ratio_half/np.expm1(s/2) - 1) < 1e-4
recovered = np.sqrt(np.log1p(ratio_half))/qz


# Refraction: multilayer recursion through the graded profile
delta = 4*np.pi*r_e*contrast
qc = 2*np.sqrt(delta)


def graded_reflectivity(k1):
    d = 0.005
    edges = np.arange(-6*sigma, 6*sigma + d/2, d)
    fill = np.r_[0.0, cdf((edges[1:] + edges[:-1])/2, sigma), 1.0]
    kj = np.sqrt(k1**2 - delta*fill + 0j)
    r = 0j
    for j in range(len(kj)-2, -1, -1):
        rj = (kj[j]-kj[j+1])/(kj[j]+kj[j+1])
        back = r*np.exp(2j*kj[j+1]*d)
        r = (rj + back)/(1 + rj*back)
    return abs(r)**2


refraction_gap = []
for q, tol in ((1.2*qc, 5e-4), (qz, 2e-4)):
    k1 = q/2
    k2 = np.sqrt(k1**2 - delta)
    sharp = ((k1-k2)/(k1+k2))**2
    factor = graded_reflectivity(k1)/sharp
    assert abs(factor/np.exp(-4*k1*k2*sigma**2) - 1) < tol
    patches = np.exp(-4*k1**2*sigma**2)
    assert abs(factor/patches - 1) > 5*tol
    refraction_gap.append(100*(1 - patches/factor))
born = (4*np.pi*r_e*contrast/qz_list**2)**2
born_error = 100*(born[1]*np.exp(-s)/graded_reflectivity(qz/2) - 1)
assert abs(born_error) < 2

# Random Al/Ga occupation in an intermixed interface: flat background
planes = lattice/2*np.arange(-10, 11)
occupied = rng.random((60000, len(planes))) < cdf(planes, sigma)
cell = 18*(occupied*np.exp(1j*qz*planes)).sum(axis=1)
alloy_mc = np.var(cell)/(lattice**2/2)
alloy = 4/lattice**3 * 18**2 * sigma/np.sqrt(np.pi)
assert abs(alloy_mc/alloy - 1) < 0.03


# Diffuse intensity admitted by a specular slit, open out of plane
def slit_ratio(q, accept=1e-3):
    strength = (q*sigma)**2
    f = lambda u: P_series(u/xi, strength, xi)/xi
    value = q/2*accept*2*quad(f, 0, np.inf)[0]/(4*np.pi**2)
    line = np.linspace(0, 40*xi, 40001)
    real_space = 2*simpson(np.expm1(strength*np.exp(-line/xi)), x=line)
    assert abs(value/(q/2*accept*real_space/(2*np.pi)) - 1) < 1e-3
    return value


# Coplanar window at fixed qz, by scanning the incidence angle
sin_in = np.linspace(0, qz/k, 20001)
sin_out = qz/k - sin_in
q_window = k*np.max(np.abs(np.sqrt(1-sin_out**2)-np.sqrt(1-sin_in**2)))
assert abs(q_window/(qz**2/(2*k)) - 1) < 0.01
sheet_cm2 = 5e11
two_kF = 2*np.sqrt(2*np.pi*sheet_cm2*1e-14)

# Bulk backgrounds, with rough material inputs
absorption_nm, modulus_GPa, temperature = 3e4, 100.0, 300.0
depth = qz/(2*k)*absorption_nm/2
thermal = (rho_GaAs**2*const.k*temperature/(modulus_GPa*1e9*1e-27)*depth)
compton_ceiling = rho_GaAs*depth

# Two equally populated terraces one monolayer apart: the departure from the
# Gaussian factor is set by the fourth and sixth cumulants of the height
terraces = np.array([-lattice/4, lattice/4])
m2, m4, m6 = [(terraces**n).mean() for n in (2, 4, 6)]
cumulant4 = m4 - 3*m2**2
cumulant6 = m6 - 15*m4*m2 + 30*m2**3
terrace_rows = []
for q in (3.0, 5.0):
    two_level = np.abs(np.exp(1j*q*terraces).mean())**2
    two_gauss = np.exp(-q**2*m2)
    predicted = q**4*cumulant4/12 - q**6*cumulant6/360
    # tolerance: the omitted eighth and higher cumulants
    assert abs(np.log(two_level/two_gauss)/predicted - 1) < 0.03
    terrace_rows.append((q, two_level, two_gauss))

prefactor = (contrast/qz)**2*np.exp(-s)
print(f"photon energy {energy_keV:.1f} keV; wavenumber k {k:.2f} 1/nm")
print(f"width sigma {sigma} nm; correlation length xi {xi} nm")
print(f"rough lattice constant {lattice} nm")
print(f"electron density GaAs {rho_GaAs:.0f}, AlAs {rho_AlAs:.0f} 1/nm^3")
print(f"density contrast {contrast:.0f} 1/nm^3")
print(f"largest mean-profile error, simulated vs erf {profile_error:.4f}")
print("specular factor: qz (1/nm), simulated rough, erf graded, formula")
for q, a, g in zip(qz_list, amp_exp, graded):
    print(f"  {q:.1f}  {abs(a)**2:.4f}  {abs(g)**2:.4f}  "
          f"{np.exp(-(q*sigma)**2):.4f}")
print("Born reflectivity: qz (1/nm), sharp, width sigma")
for q, b in zip(qz_list, born):
    print(f"  {q:.1f}  {b:.3e}  {b*np.exp(-(q*sigma)**2):.3e}")
print(f"diffuse results below at qz {qz} 1/nm; s = {s:.2f}")
print(f"largest ring error, simulated vs formula {100*worst_ring:.1f} %")
print("diffuse I (electrons^2/nm^2), columns: q (1/nm), exp xi=20 nm,")
print("  exp xi=60 nm, Gaussian xi=20 nm, half rough/half graded xi=20 nm")
for q in (0.01, 0.05, 0.10):
    vals = [P_series(q, s, xi), P_series(q, s, xi_long),
            P_series(q, s, xi, "gauss"), P_series(q, s/2, xi)]
    print(f"  {q:.2f}  " + "  ".join(f"{prefactor*v:.2e}" for v in vals))
print(f"intermixed flat background {alloy:.2e} electrons^2/nm^2")
print(f"  same from random occupation {alloy_mc:.2e} electrons^2/nm^2")
print(f"integrated diffuse/specular, all rough {ratio_full:.3f}")
print(f"integrated diffuse/specular, half rough {ratio_half:.3f}")
print(f"roughness recovered, half-rough case {recovered:.4f} nm")
for q in (0.5, qz):
    t = (q*sigma)**2
    linear = t*2*np.pi*xi**2/(1+(0.05*xi)**2)**1.5
    print(f"P/(qz^2 power spectrum) at q=0.05 1/nm, qz={q} 1/nm: "
          f"{P_series(0.05, t, xi)/linear:.3f}")
print(f"critical qz of buried interface {qc:.3f} 1/nm")
print(f"long-xi rough below graded R at 1.2 qc: {refraction_gap[0]:.2f} %")
print(f"long-xi rough below graded R at qz=3 1/nm: {refraction_gap[1]:.2f} %")
print(f"Born minus full graded R at qz=3 1/nm: {born_error:.2f} %")
for q in (3.0, 5.0):
    print(f"slit diffuse/specular, 1 mrad, qz={q} 1/nm: "
          f"{100*slit_ratio(q):.1f} %")
print(f"two-terrace rms height {terraces.std():.4f} nm")
for q, level, gauss in terrace_rows:
    print(f"specular factor at qz={q} 1/nm: two-terrace {level:.4f}, "
          f"Gaussian {gauss:.4f}")
print(f"coplanar limit of q {q_window:.3f} 1/nm; inverse {1/q_window:.1f} nm")
print(f"sheet density {sheet_cm2:.0e} 1/cm^2; 2kF {two_kF:.3f} 1/nm")
print(f"outer-surface/interface sharp R ratio {(rho_AlAs/contrast)**2:.1f}")
print(f"contrast change for rough Ga dispersion -1.5 e: {-100*1.5/18:.0f} %")
print(f"rough inputs: absorption length {absorption_nm/1e3:.0f} um, "
      f"modulus {modulus_GPa:.0f} GPa, {temperature:.0f} K")
print(f"effective bulk depth {depth:.0f} nm")
print(f"thermal background {thermal:.1e} electrons^2/nm^2")
print(f"Compton ceiling {compton_ceiling:.1e} electrons^2/nm^2")
print("PASS")
```

Printed output:

```
photon energy 8.0 keV; wavenumber k 40.54 1/nm
width sigma 0.4 nm; correlation length xi 20.0 nm
rough lattice constant 0.566 nm
electron density GaAs 1412, AlAs 1015 1/nm^3
density contrast 397 1/nm^3
largest mean-profile error, simulated vs erf 0.0024
specular factor: qz (1/nm), simulated rough, erf graded, formula
  1.0  0.8520  0.8521  0.8521
  3.0  0.2368  0.2369  0.2369
  5.0  0.0184  0.0183  0.0183
Born reflectivity: qz (1/nm), sharp, width sigma
  1.0  1.977e-04  1.685e-04
  3.0  2.441e-06  5.783e-07
  5.0  3.164e-07  5.794e-09
diffuse results below at qz 3.0 1/nm; s = 1.44
largest ring error, simulated vs formula 1.4 %
diffuse I (electrons^2/nm^2), columns: q (1/nm), exp xi=20 nm,
  exp xi=60 nm, Gaussian xi=20 nm, half rough/half graded xi=20 nm
  0.01  1.75e+07  1.13e+08  1.13e+07  7.83e+06
  0.05  7.87e+06  1.10e+07  9.32e+06  3.21e+06
  0.10  2.74e+06  2.08e+06  5.26e+06  9.58e+05
intermixed flat background 1.61e+03 electrons^2/nm^2
  same from random occupation 1.61e+03 electrons^2/nm^2
integrated diffuse/specular, all rough 3.221
integrated diffuse/specular, half rough 1.054
roughness recovered, half-rough case 0.2828 nm
P/(qz^2 power spectrum) at q=0.05 1/nm, qz=0.5 1/nm: 1.010
P/(qz^2 power spectrum) at q=0.05 1/nm, qz=3.0 1/nm: 1.482
critical qz of buried interface 0.237 1/nm
long-xi rough below graded R at 1.2 qc: 0.58 %
long-xi rough below graded R at qz=3 1/nm: 0.45 %
Born minus full graded R at qz=3 1/nm: -1.07 %
slit diffuse/specular, 1 mrad, qz=3.0 1/nm: 2.1 %
slit diffuse/specular, 1 mrad, qz=5.0 1/nm: 28.1 %
two-terrace rms height 0.1415 nm
specular factor at qz=3.0 1/nm: two-terrace 0.8304, Gaussian 0.8351
specular factor at qz=5.0 1/nm: two-terrace 0.5776, Gaussian 0.6062
coplanar limit of q 0.111 1/nm; inverse 9.0 nm
sheet density 5e+11 1/cm^2; 2kF 0.354 1/nm
outer-surface/interface sharp R ratio 6.5
contrast change for rough Ga dispersion -1.5 e: -8 %
rough inputs: absorption length 30 um, modulus 100 GPa, 300 K
effective bulk depth 555 nm
thermal background 4.6e+04 electrons^2/nm^2
Compton ceiling 7.8e+05 electrons^2/nm^2
PASS
```
